Why thick condensed films share one zero-order desorption leading edge

**Q.** I freeze an organic vapour onto a cold plate in vacuum, then warm the plate at a steady rate and record the molecules that leave. Thick films of different initial coverage give signals that rise along one curve. A film of 40 layers holds four times as many molecules as one of 10. Why is its signal not four times larger?

**A.** Because most of those molecules cannot leave yet. Take a closed film, meaning one that covers the plate everywhere, and suppose that a molecule escapes only from the surface. When it goes, it uncovers another molecule of the same kind. The buried molecules are a reserve: they decide how long the supply lasts, not how many molecules are in a position to leave now.

The rate per unit area can then depend on temperature and on the state of the surface, but not on how much lies below it. That is zero-order desorption: the rate contains the remaining amount to the power zero. I assume that the films have the same solid phase, surface structure, exposed area and heating history, and that the plate's own attraction is too weak to matter at the film's surface.

**Q.** Surfaces roughen as they evaporate. Doesn't that bring the amount back in?

**A.** It brings in the amount that has left, not the amount that remains. Let Λ be the number of layers removed, and let the surface change as removal proceeds, so that the rate is some function R(T, Λ). Every closed film obeys

dΛ/dt = R(T, Λ), with Λ = 0 at the start.

Two films with the same T(t) have the same equation and the same initial condition, hence the same Λ(t) and the same signal. This lasts until one of them begins to expose the plate. For a definite formula I shall now take a surface whose emission depends on temperature alone.

**Q.** What fixes that emission rate?

**A.** Equilibrium with the vapour fixes it. Consider a solid of N molecules in a simple model: each vibrates classically about its site with frequency ν in three directions, and E is the energy from the bottom of its well to a gas molecule at rest. Rotation and internal motion are taken to be the same in both phases. One direction of vibration contributes the phase-space integral

(1/h) √(2πmkT) √(2πkT/(m(2πν)²)) = kT/(hν),

where m is the molecular mass. The partition function of one site is therefore

q = exp(E/kT) (kT/hν)³.

The free energy of the solid is F = −NkT ln q. It is proportional to N, so its derivative, the chemical potential, does not contain N:

μ_solid = −kT ln q = −E + 3kT ln(hν/kT).

Adding layers adds free energy in proportion and leaves the cost of removing one molecule unchanged.

For an ideal gas of number density n,

μ_gas = kT ln(nλ³), λ = h/√(2πmkT).

Setting the two potentials equal gives

nλ³ = exp(−E/kT) (hν/kT)³.

The saturated pressure is p = nkT. Inserting λ cancels h³, and the powers of kT add up to 1 + 3/2 − 3 = −1/2:

p = (2πm)^(3/2) ν³ (kT)^(−1/2) exp(−E/kT).

**Q.** That is a pressure in a closed box. My chamber is pumped.

**A.** The box tells us what the solid emits. In equilibrium, the flux striking the surface from the gas is

J = n ∫₀^∞ v √(m/(2πkT)) exp(−mv²/(2kT)) dv.

The integral of v exp(−mv²/(2kT)) is kT/m, so

J = n √(kT/(2πm)) = p/√(2πmkT).

A fraction s of these molecules sticks. Since the amount of solid is steady, the surface must emit sJ. Now remove the gas. If the surface stays in the same state, it goes on emitting sJ, and nothing returns. I take s = 1. Dividing by n_s, the number of molecules per unit area in one layer, gives the rate in layers per second:

R(T) = 2πmν³/(n_s kT) · exp(−E/kT).

No remaining coverage appears.

**Q.** Can you put numbers to it?

**A.** Take round parameters: m = 80 u, ν = 1.0 THz, E = 0.50 eV, n_s = 4.0 × 10¹⁴ molecules/cm² and a layer spacing of 0.5 nm. At 180 K the saturated pressure is 1.15 × 10⁻⁶ Torr and the one-way flux is 3.36 × 10¹⁴ molecules/(cm² s). Hence

R = (3.36 × 10¹⁴)/(4.0 × 10¹⁴) = 0.84 layers/s.

The independence from amount can be tested without the chemical potential, by summing over every division of a fixed number of molecules between solid and gas. With quantized vibrations, a box at 180 K has a mean pressure of 1.159 × 10⁻⁶ Torr whether it holds 300 or 600 molecules. With 50 molecules in the same volume the pressure is only 5.64 × 10⁻⁷ Torr, because there are too few to saturate the gas. The amount matters when little or no solid remains, and not while there is plenty. The small excess of 1.159 over the classical 1.149 is the effect of quantized vibration, 0.9% of the classical value.

**Q.** If the films follow the same curve, what sets their different peak temperatures?

**A.** The supply does. Let T = T₀ + βt. A flat film that evaporates evenly ends when the removed amount equals its initial coverage θ₀. The removed amount is

Λ(T) = (1/β) ∫ R(T′) dT′, from T₀ to T.

Write R = (C/T) exp(−E/kT), with C = 2πmν³/(k n_s), and substitute y = E/kT′. Then dT′/T′ = −dy/y. The minus sign reverses the limits, and

Λ(T) = (C/β) [E₁(x) − E₁(x₀)], x = E/kT, x₀ = E/kT₀,

where E₁(x) = ∫ₓ^∞ exp(−y)/y dy is the exponential integral.

With the plate's attraction neglected, the signal climbs until Λ = θ₀ and then drops to zero. The peak is the point where the film is exhausted. For β = 1.0 K/s and a start at 100 K:

10 layers (5 nm): end at 184.4 K, peak 1.76 layers/s
20 layers (10 nm): end at 188.4 K, peak 3.37 layers/s
40 layers (20 nm): end at 192.6 K, peak 6.46 layers/s

These are three stopping points on one curve.

**Q.** Why does doubling the film move the peak by only about 4 K?

**A.** Because the rate rises steeply with temperature. Integrating E₁ by parts twice gives, for large x,

E₁(x) ≈ (exp(−x)/x)(1 − 1/x) ≈ exp(−x)/(x + 1).

The last two forms differ by a relative amount of order 1/x². The loss at T₀ is negligible here, so

Λ ≈ (C/β) exp(−x)/(x + 1) = R T/[β(x + 1)].

At the end Λ = θ₀, and therefore

R_end ≈ βθ₀(x + 1)/T.

For 20 layers, kT at 188.4 K is 0.0162 eV and x is about 30.8. The estimate is 1.0 × 20 × 31.8/188.4 = 3.38 layers/s, against 3.37 from the full expression.

For the shift, use dΛ/dT = R/β. Dividing by Λ gives

d(ln Λ)/dT ≈ (x + 1)/T.

Doubling θ₀ raises ln Λ at the end by ln 2, so

ΔT ≈ T ln 2/(x + 1),

with T midway between the two ends. This gives 4.02 K between 10 and 20 layers and 4.20 K between 20 and 40, in agreement with the computed ends to within 0.01 K. The peak rate does not quite double, because (x + 1)/T falls as the end moves to higher temperature.

**Q.** And if I change the heating rate instead?

**A.** For a closed film, R(T) in layers per second stays on the same curve when plotted against temperature. Faster heating leaves less time at each temperature, so the film lasts to a higher one. With T₀ fixed, the end condition contains β and θ₀ only as the product βθ₀. Twenty layers at 2 K/s therefore end at the same 192.6 K as 40 layers at 1 K/s. If you plot layers lost per kelvin, you plot R/β, and curves for different heating rates separate.

**Q.** Can I read E from the slope of the shared edge?

**A.** Nearly. With b = 1/(kT),

ln R = constant + ln b − Eb,

−d(ln R)/db = E − 1/b = E − kT.

At 170 K an Arrhenius plot gives 0.485 eV, not 0.50 eV. The difference comes from the factor 1/T in this model's rate. Other factors that vary with temperature can enlarge or reduce it. For example, if the molecules rock in the solid but rotate freely in the gas, a case estimated below, the rate gains a factor T^(−3/2) and the slope becomes E − 5kT/2, or 0.463 eV at 170 K. Use only the part of the edge where the film is still closed.

**Q.** My signals don't drop vertically at the end. Does that spoil the argument?

**A.** A vertical drop needs every part of the film to run out together. Consider a rougher case, in which the film is a set of independent columns and the top molecule of each leaves at rate R. Neighbours do not affect the binding, and molecules do not move sideways to fill holes. Let P_j be the probability that an endless column has lost j molecules. It gains from columns that had lost j − 1 and loses to those that go on to j + 1:

dP_j/dt = R(P_{j−1} − P_j).

Since dΛ = R dt, this becomes dP_j/dΛ = P_{j−1} − P_j, with P₀ = 1 at Λ = 0. The solution is the Poisson distribution

P_j = exp(−Λ) Λ^j/j!.

Differentiating the exponential gives −P_j, and differentiating the power gives P_{j−1}, as required.

A real column of θ₀ molecules behaves like the endless one until it is empty. It still covers the plate if fewer than θ₀ molecules have left, so

signal = R(T) Q, Q = Σ P_j over j = 0 to θ₀ − 1.

While Q is close to one, the initial coverage is invisible. The rates in layers/s for 10, 20 and 40 layers are:

175 K: 0.344, 0.344, 0.344
180 K: 0.825, 0.841, 0.841
185 K: 0.627, 1.934, 1.955

At 175 K a closed film has lost 1.77 layers on average. The chance that an endless column has lost exactly ten is exp(−1.77) × 1.77¹⁰/10!, or 1.4 × 10⁻⁵. Adding the larger losses gives between 1.6 × 10⁻⁵ and 1.7 × 10⁻⁵ for the chance that a column of ten is empty. At 185 K the average loss from an endless film would be 11.2 layers, and most columns of the 10-layer film are empty.

**Q.** How much of the edge can I then trust?

**A.** In this column model, the 10-layer film falls 1% below the common curve at 179.5 K, after 4.1 layers have gone. For 20 layers this happens at 184.9 K after 11.1 layers, and for 40 layers at 190.1 K after 26.8. The usable fraction grows from 41% to 67% of the film.

The reason is the Poisson spread, √Λ. Near the end it is √θ₀ layers, a fraction 1/√θ₀ of the film. Dividing by d(ln Λ)/dT turns it into a temperature width

δT ≈ T/[(x + 1)√θ₀],

about 1.8 K for 10 layers and 1.0 K for 40. This is one standard deviation of the temperature at which columns empty; the signal takes about twice as long, 3.4 K and 2.1 K, to fall from 90% to 10% of its peak. The thicker film becomes rougher in layers, yet its trailing edge is narrower in temperature. Sideways motion that fills holes would bring the film closer to the flat case.

**Q.** What would I see if buried molecules could escape too?

**A.** Suppose that every molecule, wherever it sits, leaves with probability R per second. Then

dθ/dt = −Rθ, θ = θ₀ exp(−Λ), signal = Rθ₀ exp(−Λ).

The signal is proportional to θ₀ at every temperature. At 160 K, 40 layers give 4.00 times the signal of 10. To find the peak, set the derivative of ln(signal) to zero:

E/(kT²) − 1/T − R/β = 0.

No θ₀ appears, so both films peak at 171.8 K. This first-order pattern is the reverse of yours: the edges separate and the peaks line up. The comparison keeps the same R(T) and changes only which molecules may leave.

**Q.** How thick is "thick"? The plate must attract the molecules as well.

**A.** Estimate that with an attraction −C/r⁶ between pairs of molecules. A molecule at distance d from a half-space of number density ρ′ has energy

w = −ρ′C ∫_d^∞ dz ∫₀^∞ 2πr dr/(r² + z²)³.

With u = r² + z², the inner integral is π ∫ du/u³ from z² to infinity, which is π/(2z⁴). The outer one then gives π/(6d³), so w = −πρ′C/(6d³). In terms of the Hamaker constant A = π²ρρ′C, where ρ is the film's density,

w = −A/(6πρd³).

In a very thick film, the region beyond d would hold more film. Replacing that film by the plate changes the binding energy by

δE = ΔA/(6πρd³),

where ΔA is the plate–film constant minus the film–film constant. The rate is multiplied by exp(−δE/kT).

Take ΔA = 0.50 eV as a rough value. The volume per molecule, 1/ρ, is 0.125 nm³. With 10 layers left, the centre of the top layer is at d = 9.5 × 0.5 = 4.75 nm, and δE is 3.1 × 10⁻⁵ eV. At 180 K, where kT is 0.0155 eV, the rate falls by 0.2%. With 5 layers left the reduction is 1.9%; with 2 it is about 40%, although a continuous plate and film are a crude picture at that distance. In this estimate, ten layers are thick and two are not. On a plate that attracts the molecules strongly, the last layer or so can remain after the rest of the film has gone and leave in a separate peak at higher temperature. The end temperatures and peak rates given above leave the plate's attraction out. Including it through this rough estimate, with d held fixed while each whole layer leaves, lowers the peak of the flat 10-layer film from 1.76 to about 1.3 layers/s and brings it about 1 K earlier. If d instead shrinks continuously with the remaining thickness, the peak is nearer 1.2 layers/s and comes 1.5 to 2 K earlier, so only the size of the effect is meaningful. Thicker films lose a smaller fraction of their peak rate, about 10% for 40 layers, and shift less in temperature. If ΔA is negative, the last layers leave faster instead, as long as the film stays uniform; molecules that can move may gather into islands and expose the plate early.

**Q.** Are these temperatures realistic for contamination in an exposure tool?

**A.** The mass, binding energy and layer density are in the rough range of a light organic vapour frozen on a cooled surface. The absolute temperatures should not be used as predictions. An error of 0.05 eV in E alone moves the end of the flat 20-layer film by about 19 K. Another weak point is the assumption that rotation is the same in both phases, since a molecule that can only rock in the solid may turn freely in the gas. For three equal moments of inertia I and rocking frequency ν_r, the rate is multiplied by the ratio of the two classical partition functions:

f = [8π²(2πIkT)^(3/2)/h³] / (kT/hν_r)³.

Here 8π² counts the orientations, with no symmetry reduction. Rough values I = 2.0 × 10⁻⁴⁵ kg m² and ν_r = 2.0 THz give f ≈ 7000 at 180 K. With E unchanged, the end of the flat 20-layer film moves from 188 K to 146 K. This large correction depends on temperature and not on thickness, so it moves the common curve without splitting it. A constant sticking coefficient below one does the same: s = 1/2 has the effect of doubling θ₀ in the end condition, and moves the 20-layer end up by 4.2 K.

**Q.** Could the chamber itself separate the curves?

**A.** Not through a simple return of pumped gas. If the gas is well mixed, pumping at speed S balances release from a sample of area a, so nS = aJ_net. The returning flux, relative to the net one, is

(a/S) √(kT_gas/(2πm)).

For 1 cm², 500 L/s and gas at 295 K, this is 1.4%, the same at every coverage. A 50 L chamber delays the signal by 50/500 = 0.1 s, or 0.1 K at this heating rate. Heat flow through the film is no obstacle either: for a rough conductivity of 0.20 W/(m K), the heat carried off by the escaping molecules causes a drop of no more than about 2 × 10⁻⁷ K across 40 layers. These estimates assume walls that do not hold the vapour and a plate whose temperature follows the ramp.

**Q.** So if my leading edges do separate, what should I suspect?

**A.** Look for something that makes the surface depend on the amount deposited. If the material gathers into a fixed number of similar hemispherical islands of radius b, the amount grows as b³ and the exposed area as b². The rate then varies as the amount present to the power 2/3, and early in the ramp four times the material gives 4^(2/3) ≈ 2.5 times the signal. Later the ratio grows, because the smaller islands lose a larger share of their material. The value 2.5 also requires islands large enough that their curvature does not raise the vapour pressure. For a surface energy of 0.04 J/m² at 180 K, amounts that still differ fourfold give a ratio of only about 2.2 when the smaller islands have a radius of 10 nm at that moment.

A difference of phase also matters. If one film is disordered and its chemical potential is higher by Δμ, its saturated pressure is higher by exp(Δμ/kT). At 180 K, 0.01 eV is enough for a factor of about 1.9, at equal sticking. A temperature offset between runs can imitate either effect: near 180 K the slope d(ln R)/dT = (x − 1)/T is about 0.17 per kelvin, so 1 K changes the rate by nearly a fifth. Check the thermometer before assigning a new desorption order. The main parameters and results are listed in the numerical output below.

Numbers as computed

```
Molecular mass: 80 u
Vibration frequency: 1.0 THz
Binding energy: 0.50 eV
Layer density: 4.0e+14 molecules/cm2
Layer spacing: 0.5 nm
Ramp: 1.0 K/s from 100 K
Saturated pressure at 180 K, classical formula: 1.149e-06 Torr
Box with 50 molecules, pressure: 5.640e-07 Torr
Box with 300 molecules, pressure: 1.159e-06 Torr
Box with 600 molecules, pressure: 1.159e-06 Torr
One-way flux at 180 K: 3.363e+14 molecules/(cm2 s)
Arrhenius slope energy at 170 K: 0.4854 eV
Flat film, 10 layers (5 nm): end 184.36 K, peak 1.760 layers/s
Flat film, 20 layers (10 nm): end 188.38 K, peak 3.373 layers/s
Flat film, 40 layers (20 nm): end 192.58 K, peak 6.459 layers/s
Shift on doubling: 4.024 K, estimate 4.020 K
Shift on doubling: 4.200 K, estimate 4.197 K
Rough-film rates in layers/s for 10, 20, 40 layers:
  170 K: 0.1337, 0.1337, 0.1337; layers removed from closed film 0.65
  175 K: 0.3443, 0.3443, 0.3443; layers removed from closed film 1.77
  180 K: 0.8253, 0.8409, 0.8409; layers removed from closed film 4.56
  185 K: 0.6269, 1.9337, 1.9552; layers removed from closed film 11.19
Rough 10-layer film 1% below common curve: 179.47 K, 4.13 layers removed
Rough 20-layer film 1% below common curve: 184.95 K, 11.08 layers removed
Rough 40-layer film 1% below common curve: 190.13 K, 26.77 layers removed
If all molecules could leave, 40/10-layer signal ratio at 160 K: 4.000
If all molecules could leave, peak for both: 171.84 K
Rough Hamaker difference: 0.50 eV
Substrate slows rate at 180 K, 20 layers left: 0.023 %
Substrate slows rate at 180 K, 10 layers left: 0.199 %
Substrate slows rate at 180 K, 5 layers left: 1.859 %
Substrate slows rate at 180 K, 2 layers left: 39.752 %
Quantum vibration raises rate at 180 K: 0.89 %
Rough inertia: 2.0e-45 kg m2; libration: 2.0 THz
Freed rotation multiplies rate at 180 K by: 7182
Flat 20-layer end with freed rotation: 145.85 K
Sample 1 cm2, pump 500 L/s, chamber 50 L, gas 295 K
Return flux relative to net desorption: 1.40 %
Pumping delay on temperature axis: 0.10 K
Rough film conductivity: 0.20 W/(m K)
Upper estimate of drop across 40 layers: 2.1e-07 K
```
